# How Transverse Phonons Scatter Electrons in a Rigid-Ion Crystal, part 1

(Sections cited here and not found follow in the second part.)

In a metal at room temperature the ions vibrate, and a conduction electron is scattered by the vibrations. With one atom per cell there are three modes at each wave vector $\mathbf q$. Along a symmetry axis one is longitudinal, with polarization $\mathbf e\parallel\mathbf q$, and two are transverse, with $\mathbf e\perp\mathbf q$. A resistivity, an electron lifetime or a superconducting coupling constant is a sum over these modes, so it matters whether two of the three may be dropped.

The belief says that they may. An electron feels the ions through their potential. A longitudinal wave piles ions up in some regions and thins them in others, so the potential changes. A transverse wave slides planes of ions past one another at constant density. For a smooth displacement field $\mathbf u(\mathbf r)=\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$ the relative change of density is $-\nabla\cdot\mathbf u=-i\,\mathbf q\cdot\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$, which vanishes when $\mathbf q\cdot\mathbf e=0$. The matrix element between two plane waves $\mathbf k$ and $\mathbf k+\mathbf q$ carries this same factor, so picture and formula agree. Both are correct for what they describe, which is a single Fourier component of the perturbation out of infinitely many.

## The perturbation and all its Fourier components

Hartree atomic units are used ($\hbar=m_e=1$, energies in Ha, lengths in bohr). The crystal has $N$ cells of volume $\Omega$ with periodic boundary conditions, and one atom of mass $M$ at each lattice point $\mathbf R$. The model is the rigid-ion model: each atom carries a fixed, local, spherical potential $v(r)$, already screened, that moves with it,

$$V(\mathbf r)=\sum_{\mathbf R}v(\mathbf r-\mathbf R-\mathbf u_{\mathbf R}),\qquad v(\mathbf Q)=\frac1\Omega\int v(\mathbf r)\,e^{-i\mathbf Q\cdot\mathbf r}\,d^3r .$$

Because $v(r)$ is spherical, $v(\mathbf Q)$ is real and depends on $|\mathbf Q|$ only. To first order in the displacements, a Taylor expansion in $-\mathbf u_{\mathbf R}$ gives $\delta V=-\sum_{\mathbf R}\mathbf u_{\mathbf R}\cdot\nabla v(\mathbf r-\mathbf R)$. Take the pattern $\mathbf u_{\mathbf R}=\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$ of unit amplitude, with $\mathbf e$ a real unit vector and $\mathbf q$ in the first Brillouin zone, and call the matrix element of $\delta V$ for this pattern $\mathcal M$ (in Ha/bohr).

Between plane waves $e^{i\mathbf K\cdot\mathbf r}/\sqrt{N\Omega}$, with $\mathbf Q=\mathbf K'-\mathbf K$,

$$\mathcal M=-\frac1{N\Omega}\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\int e^{-i\mathbf Q\cdot\mathbf r}\,\mathbf e\cdot\nabla v(\mathbf r-\mathbf R)\,d^3r .$$

Shifting the variable to $\mathbf r-\mathbf R$ brings out $e^{-i\mathbf Q\cdot\mathbf R}$. Integration by parts, with $v$ vanishing at infinity, gives $\int e^{-i\mathbf Q\cdot\mathbf r}\nabla v=-\int v\,\nabla e^{-i\mathbf Q\cdot\mathbf r}=i\mathbf Q\,\Omega\,v(\mathbf Q)$. Hence

$$\mathcal M=-i\,(\mathbf Q\cdot\mathbf e)\,v(\mathbf Q)\;\frac1N\sum_{\mathbf R}e^{i(\mathbf q-\mathbf Q)\cdot\mathbf R}.$$

If $\mathbf Q-\mathbf q$ is a reciprocal lattice vector $\mathbf G$, every term of the lattice sum is 1. Otherwise there is a lattice vector $\mathbf R_0$ with $e^{i(\mathbf q-\mathbf Q)\cdot\mathbf R_0}\ne1$; relabelling $\mathbf R\to\mathbf R+\mathbf R_0$ leaves the periodic sum unchanged and also multiplies it by this phase, so the sum is zero. Therefore

$$\mathcal M=-i\,(\mathbf q+\mathbf G)\cdot\mathbf e\;v(\mathbf q+\mathbf G)\quad\text{for }\mathbf K'-\mathbf K=\mathbf q+\mathbf G,\qquad(1)$$

and $\mathcal M=0$ for any other transfer.

A normal process has $\mathbf G=0$, and (1) becomes $-i\,\mathbf q\cdot\mathbf e\,v(\mathbf q)$, the formula behind the belief. An umklapp process has $\mathbf G\neq0$, and for a transverse mode (1) becomes $-i\,\mathbf G\cdot\mathbf e\,v(\mathbf q+\mathbf G)$. This is of first order in $v$, like the longitudinal normal element, and it vanishes only if $\mathbf G\cdot\mathbf e=0$ or $v(\mathbf q+\mathbf G)=0$. The polarization is projected on the momentum transfer $\mathbf Q$, and $\mathbf Q$ equals $\mathbf q$ for one component only.

The continuum picture misses this because it averages the lattice away. The crystal potential is $\sum_{\mathbf G}v(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. A long wave shifts each component locally, $e^{i\mathbf G\cdot(\mathbf r-\mathbf u)}\approx e^{i\mathbf G\cdot\mathbf r}(1-i\,\mathbf G\cdot\mathbf u)$, and this creates a component at $\mathbf G+\mathbf q$ of amplitude $-i\,\mathbf G\cdot\mathbf e\,v(\mathbf G)$, which is the small-$q$ limit of (1). A shear wave leaves the average density alone, but it bends the lattice planes that Bragg-reflect electrons.

## From $\mathcal M$ to the coupling $g$

Let atoms separated by $\mathbf R$ be joined by a central spring $K_{\mathbf R}$. The force on the atom at the origin is $\sum_{\mathbf R}K_{\mathbf R}\hat{\mathbf R}\,\hat{\mathbf R}\cdot(\mathbf u_{\mathbf R}-\mathbf u_0)$. For the wave pattern oscillating at frequency $\omega$ this equals $-M\omega^2\mathbf e$, and pairing $\mathbf R$ with $-\mathbf R$ turns $e^{i\mathbf q\cdot\mathbf R}$ into a cosine:

$$\omega^2e_a=\sum_b D_{ab}e_b,\qquad D_{ab}=\frac1M\sum_{\mathbf R}K_{\mathbf R}\hat R_a\hat R_b\,(1-\cos\mathbf q\cdot\mathbf R).\qquad(2)$$

The matrix is real and even in $\mathbf q$, so $\mathbf e$ can be taken real and equal at $\pm\mathbf q$.

Write $\mathbf u_{\mathbf R}=N^{-1/2}\sum_{\mathbf q}x_{\mathbf q}\,\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$ for one branch. Setting $x_{\pm\mathbf q}=(x_c\mp ix_s)/\sqrt2$ turns the pair $\pm\mathbf q$ into the standing waves $\sqrt{2/N}\,(x_c\cos\mathbf q\cdot\mathbf R+x_s\sin\mathbf q\cdot\mathbf R)$, whose patterns are orthonormal over the lattice, so $x_c$ and $x_s$ are independent oscillators of mass $M$ and frequency $\omega$. For one oscillator put $x=\ell(b+b^\dagger)$ and $p=-i(b-b^\dagger)/2\ell$, which gives $[x,p]=i$ when $[b,b^\dagger]=1$. In $p^2/2M+M\omega^2x^2/2$ the terms in $b^2$ have coefficient $-1/(8M\ell^2)+M\omega^2\ell^2/2$, which vanishes for $\ell=1/\sqrt{2M\omega}$. With $b_{\pm\mathbf q}=(b_c\mp ib_s)/\sqrt2$ one has $b_{\mathbf q}+b^\dagger_{-\mathbf q}=[(b_c+b_c^\dagger)-i(b_s+b_s^\dagger)]/\sqrt2$, so $x_{\mathbf q}=\ell\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})$. Since $\delta V$ is linear in the displacement, its element between two electron states is $N^{-1/2}g\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})$ with

$$g=\ell\,\mathcal M=\frac{\mathcal M}{\sqrt{2M\omega}} .\qquad(3)$$

At equal $|\mathcal M|$ the softer mode has the larger $|g|^2$, in proportion to $1/\omega$.

## Bloch states

An eigenstate of the perfect crystal is $\sum_{\mathbf G}c_{\mathbf G}|\mathbf k+\mathbf G\rangle$, where $c$ is an eigenvector of $H_{\mathbf G'\mathbf G}=\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G'\mathbf G}+v(\mathbf G'-\mathbf G)$. This matrix is real and symmetric, so $c$ can be taken real. With $c'$ the coefficients of the final state at $\mathbf k+\mathbf q$, (1) applies to each pair of waves:

$$\mathcal M=-i\sum_{\mathbf G,\mathbf G'}c'_{\mathbf G'}c_{\mathbf G}\;(\mathbf q+\mathbf G'-\mathbf G)\cdot\mathbf e\;v(\mathbf q+\mathbf G'-\mathbf G).\qquad(4)$$

For a transverse mode the terms with $\mathbf G'=\mathbf G$ vanish and the others carry $(\mathbf G'-\mathbf G)\cdot\mathbf e$. A process is now called normal when $\mathbf k$ and $\mathbf k+\mathbf q$ both lie in the first zone, and such a process contains umklapp terms between the component waves.

For a weak potential and $\mathbf k$ far from Bragg planes, first-order perturbation theory gives $c_0\approx1$ and $c_{\mathbf G}\approx v(\mathbf G)/(\varepsilon^0_{\mathbf k}-\varepsilon^0_{\mathbf k+\mathbf G})$ with $\varepsilon^0_{\mathbf K}=K^2/2$, and likewise $c'_{\mathbf G}$ at $\mathbf k+\mathbf q$. The leading terms of (4) pair a main wave with an admixed wave. An admixed initial wave gives the transfer $\mathbf q-\mathbf G$ and an admixed final wave gives $\mathbf q+\mathbf G$, so for $\mathbf q\cdot\mathbf e=0$

$$\mathcal M_T\approx-i\sum_{\mathbf G\ne0}\mathbf G\cdot\mathbf e\,\bigl[c'_{\mathbf G}\,v(\mathbf q+\mathbf G)-c_{\mathbf G}\,v(\mathbf q-\mathbf G)\bigr].\qquad(5)$$

This is of second order in $v$, smaller than a first-order element by a factor of the size of the admixture. In this regime the belief holds as a leading-order statement for normal processes. At $\mathbf q=0$ the bracket vanishes term by term, since $c'=c$ and $v(\mathbf G)=v(-\mathbf G)$.

Near a Bragg plane one denominator becomes small and (5) fails. Keeping the two nearly degenerate waves, with kinetic energies $0$ and $\delta$ and coupling $v_G$, the eigenvalue equation $\lambda(\lambda-\delta)=v_G^2$ has the lower root $\lambda=\delta/2-\sqrt{\delta^2/4+v_G^2}$, and the first row of the matrix, $v_Gc_1=\lambda c_0$, gives $c_1/c_0=\lambda/v_G$. For $\delta\lesssim|v_G|$ the ratio is of order one, and the cross terms of (4) are of first order in $v$ again.

## Zeros that symmetry imposes

Terms that are individually nonzero can still cancel. Write $\mathcal M=-i\,m(\mathbf e)$ with $m(\mathbf e)=\sum c'(\mathbf K')c(\mathbf K)\,(\mathbf K'-\mathbf K)\cdot\mathbf e\;v(\mathbf K'-\mathbf K)$, which is real and linear in $\mathbf e$; $\mathbf K$ runs over $\mathbf k+\mathbf G$ and $\mathbf K'$ over $\mathbf k+\mathbf q+\mathbf G'$. Let $S$ be a rotation or reflection of the lattice and let the band be nondegenerate. $S$ preserves lengths, hence all elements of $H$, so it carries a real eigenvector into the corresponding real eigenvector up to a sign.

Suppose first that $S^2=1$ and that $S$ exchanges the two sets of waves. Then $c'(S\mathbf P)=\sigma_1c(\mathbf P)$ and $c(S\mathbf P')=\sigma_2c'(\mathbf P')$, and applying $S$ twice gives $\sigma_1\sigma_2=1$. Relabel $\mathbf K'=S\mathbf P$, $\mathbf K=S\mathbf P'$. The product of coefficients becomes $c'(\mathbf P')c(\mathbf P)$, $v$ is unchanged, and $(S\mathbf P-S\mathbf P')\cdot\mathbf e=-(\mathbf P'-\mathbf P)\cdot S\mathbf e$, because $S^{T}=S^{-1}=S$. Thus $m(\mathbf e)=-m(S\mathbf e)$, and a polarization left unchanged by $S$ does not couple the pair.

Suppose next that $S$ maps each set onto itself, with signs $\sigma$ and $\sigma'$. The same relabelling gives $m(\mathbf e)=\sigma\sigma'\,m(S^{-1}\mathbf e)$. If $S$ fixes a wave of nonzero coefficient in each state, both signs are $+1$. A mirror that reverses $\mathbf e$ then gives $m=-m=0$. A threefold axis along $\mathbf k$ and $\mathbf q$ gives $3m(\mathbf e)=m(\mathbf e+S\mathbf e+S^2\mathbf e)=0$ for transverse $\mathbf e$, since three coplanar unit vectors at $120^\circ$ add to zero. These zeros belong to special pairs of states and come from the symmetry of the pair.

## Long waves

At $\mathbf q=0$ the pattern is a rigid translation, and (4) can be summed. The momentum $\mathbf p$ is diagonal in plane waves, so $[\mathbf p,H]_{\mathbf G'\mathbf G}=(\mathbf G'-\mathbf G)\,v(\mathbf G'-\mathbf G)$. Between eigenstates $m$ and $n$ at the same $\mathbf k$, $\langle m|\mathbf pH-H\mathbf p|n\rangle=(\varepsilon_n-\varepsilon_m)\mathbf p_{mn}$. Hence

$$\mathcal M_{mn}(\mathbf q=0)=-i\,(\varepsilon_n-\varepsilon_m)\,\mathbf e\cdot\mathbf p_{mn}.\qquad(6)$$

Within a band this is zero for every polarization. Between bands it describes the state following the crystal: $\psi_n(\mathbf r-u\mathbf e)\approx(1-iu\,\mathbf e\cdot\mathbf p)\psi_n$ has the admixture $-iu\,\mathbf e\cdot\mathbf p_{mn}$, equal to the perturbative $u\mathcal M_{mn}/(\varepsilon_n-\varepsilon_m)$.

The intraband element therefore begins at first order in $q$. Take a nondegenerate band $n$, assume $v(\mathbf Q)$ differentiable, and put $\boldsymbol\Delta=\mathbf G'-\mathbf G$. Two things in (4) depend on $\mathbf q$. Expanding the factor $(\mathbf q+\boldsymbol\Delta)\cdot\mathbf e\,v(\mathbf q+\boldsymbol\Delta)$ gives

$$A=-i\sum cc\,\bigl[(\mathbf q\cdot\mathbf e)\,v(\boldsymbol\Delta)+(\boldsymbol\Delta\cdot\mathbf e)\,\mathbf q\cdot\nabla v(\boldsymbol\Delta)\bigr].$$

The final state changes because $H_{\mathbf k+\mathbf q}=H_{\mathbf k}+\mathbf q\cdot\mathbf p+q^2/2$, so that $c'=c^{(n)}+\sum_{m\ne n}c^{(m)}\,\mathbf q\cdot\mathbf p_{mn}/(\varepsilon_n-\varepsilon_m)$. Each admixed state contributes (6), the energy differences cancel, and completeness, with the term $m=n$ added and subtracted, gives

$$B=-i\sum_{m\neq n}(\mathbf q\cdot\mathbf p_{mn})(\mathbf e\cdot\mathbf p_{mn})=-i\bigl[\langle(\mathbf q\cdot\mathbf p)(\mathbf e\cdot\mathbf p)\rangle-(\mathbf q\cdot\mathbf w)(\mathbf e\cdot\mathbf w)\bigr].$$

Here $\mathbf p_{mn}$ is real and symmetric, and $\mathbf w=\mathbf p_{nn}=\nabla_{\mathbf k}\varepsilon_n$ is the band velocity, the first-order energy shift under $\mathbf q\cdot\mathbf p$.

Now strain the crystal uniformly, $\mathbf R\to\mathbf R+\eta\,\mathbf e\,(\hat{\mathbf q}\cdot\mathbf R)$, and carry each wave vector along so that $\mathbf K\cdot\mathbf R$ is fixed. To first order this needs $\mathbf K\to\mathbf K-\eta\,\hat{\mathbf q}\,(\mathbf e\cdot\mathbf K)$, as the two changes of the product then cancel. The kinetic energy changes by $-\eta(\hat{\mathbf q}\cdot\mathbf K)(\mathbf e\cdot\mathbf K)$. The volume is multiplied by $1+\eta\,\mathbf e\cdot\hat{\mathbf q}$, and $v(\boldsymbol\Delta)\propto1/\Omega$ changes by $-\eta[(\hat{\mathbf q}\cdot\mathbf e)v+(\boldsymbol\Delta\cdot\mathbf e)\,\hat{\mathbf q}\cdot\nabla v]$. The first-order energy shift is the expectation value of these changes:

$$D\equiv\frac{d\varepsilon_n}{d\eta}=-\langle(\hat{\mathbf q}\cdot\mathbf p)(\mathbf e\cdot\mathbf p)\rangle-\sum cc\,\bigl[(\hat{\mathbf q}\cdot\mathbf e)v+(\boldsymbol\Delta\cdot\mathbf e)\,\hat{\mathbf q}\cdot\nabla v\bigr].$$

Comparison with $A+B$ gives

$$\mathcal M=i|\mathbf q|\,\bigl[D+(\hat{\mathbf q}\cdot\mathbf w)(\mathbf e\cdot\mathbf w)\bigr]+O(q^2).\qquad(7)$$

For a single plane wave $\mathbf w=\mathbf k$ and $D=-(\hat{\mathbf q}\cdot\mathbf k)(\mathbf e\cdot\mathbf k)-(\hat{\mathbf q}\cdot\mathbf e)v(0)$, so (7) reduces to $-i\,\mathbf q\cdot\mathbf e\,v(0)$, in agreement with (1). For transverse $\mathbf e$ the strain is a shear at constant volume and $D$ is a shear deformation potential. In a real transition $\mathbf q\cdot\mathbf w=\pm\omega$, so $\hat{\mathbf q}\cdot\mathbf w$ is the sound velocity, up to a sign, and the second term of (7) is at most the sound velocity times $|\mathbf w|$. Where $|D|$ is large compared with this product, $\mathcal M\approx i|\mathbf q|D$, and a long transverse wave scatters an electron to the extent that a shear shifts its band energy; for a single plane wave the condition fails, since the two terms cancel. With $\omega\propto q$, (3) gives $g\propto\sqrt q$ for both polarizations, provided the bracket in (7) is not zero.

In the rigid-ion model, transverse phonons do scatter electrons: the coupling is of first order in the potential for umklapp processes and near Bragg planes, and of second order for normal processes far from them, except where symmetry forbids it. It remains to test these results and find the sizes of the couplings in a model crystal, and to see what survives beyond rigid local ions.
